# Bruggeman's Equation for Two Phases and the Choice of Its Root

## Two phases of the same material

Let a film consist of two kinds of spherical grain, with permittivities $\epsilon_1,\epsilon_2$ and volume fractions $f_1,f_2$, where $f_1+f_2=1$. The Bruggeman equation for its effective permittivity $\epsilon$, derived below in two ways, is

$$
f_1\frac{\epsilon_1-\epsilon}{\epsilon_1+2\epsilon}+f_2\frac{\epsilon_2-\epsilon}{\epsilon_2+2\epsilon}=0. \tag{1}
$$

Suppose first that both kinds of grain are made of the same material, $\epsilon_1=\epsilon_2=\epsilon_0$. The film is then uniform, and (1) gives $\epsilon=\epsilon_0$, as it must. If we multiply by both denominators before solving and use $f_1+f_2=1$, we obtain

$$
(\epsilon_0-\epsilon)(\epsilon_0+2\epsilon)=0,
$$

with the additional root $\epsilon=-\epsilon_0/2$. Here it was introduced by clearing the denominators. When the materials differ, both are present and neither permittivity is zero, the second root satisfies (1) itself, so the equation alone cannot reject it.

The special case also suggests how to reject it. With the time factor $e^{-i\omega t}$, an absorbing material has $\operatorname{Im}\epsilon_0>0$. The unwanted root then has $\operatorname{Im}(-\epsilon_0/2)<0$ and describes an amplifying film. Moreover, if the two materials are made slightly different, the physical root should move only slightly away from $\epsilon_0$. These are the criteria of passivity and continuity.

## The field of one grain

Both derivations use a sphere of radius $a$ and permittivity $\epsilon_i$ surrounded by the effective medium. The materials are isotropic and local. The grain is small compared with the wavelength and the skin depth, so the field obeys electrostatics with complex permittivities. Far from the grain the field amplitude is $E_0$. In Gaussian units $D=\epsilon E$, and the potentials are

$$
\phi_{\rm in}=-E_i r\cos\theta,\qquad
\phi_{\rm out}=-E_0r\cos\theta+\frac{B_i\cos\theta}{r^2}.
$$

Continuity of the potential at $r=a$ gives

$$
E_i=E_0-\frac{B_i}{a^3}.
$$

The outer radial field is $-\partial\phi_{\rm out}/\partial r=(E_0+2B_i/r^3)\cos\theta$, so continuity of normal $D$ gives

$$
\epsilon_iE_i=\epsilon\left(E_0+\frac{2B_i}{a^3}\right).
$$

Substituting $B_i/a^3=E_0-E_i$ into the second condition yields $\epsilon_iE_i=\epsilon(3E_0-2E_i)$. Therefore

$$
E_i=\frac{3\epsilon}{\epsilon_i+2\epsilon}E_0,\qquad
B_i=a^3\frac{\epsilon_i-\epsilon}{\epsilon_i+2\epsilon}E_0. \tag{2}
$$

The first expression describes the uniform field inside the grain, the second the dipole field it adds outside.

## First derivation: averages and passivity

### The equation from the fields inside

Assume that every grain sees the same $E_0$ and that its surroundings may be replaced by the effective medium. This is a mean-field closure: it ignores the particular arrangement of neighbouring grains. The averages over the grains are

$$
\langle E\rangle=f_1E_1+f_2E_2,\qquad
\langle D\rangle=f_1\epsilon_1E_1+f_2\epsilon_2E_2.
$$

The effective permittivity is defined by $\langle D\rangle=\epsilon\langle E\rangle$. Moving all terms to one side gives

$$
f_1(\epsilon_1-\epsilon)E_1+f_2(\epsilon_2-\epsilon)E_2=0.
$$

Inserting (2) and dividing by $3\epsilon E_0$, with $\epsilon\ne0$, gives (1). The average field also comes out right. Since

$$
\frac{\epsilon_i-\epsilon}{\epsilon_i+2\epsilon}=1-\frac{3\epsilon}{\epsilon_i+2\epsilon},
$$

equation (1) is equivalent to $\sum_i f_iE_i=E_0$. No separate condition on the average field is needed.

### The quadratic

Multiply (1) by both denominators:

$$
f_1(\epsilon_1-\epsilon)(\epsilon_2+2\epsilon)+f_2(\epsilon_2-\epsilon)(\epsilon_1+2\epsilon)=0.
$$

The constant terms add to $\epsilon_1\epsilon_2$ and the quadratic terms to $-2\epsilon^2$. The coefficient of $\epsilon$ is $(2f_1-f_2)\epsilon_1+(2f_2-f_1)\epsilon_2$. With $f_1+f_2=1$ this becomes

$$
2\epsilon^2-b\epsilon-\epsilon_1\epsilon_2=0,\qquad
b=(3f_1-1)\epsilon_1+(3f_2-1)\epsilon_2, \tag{3}
$$

$$
\epsilon=\frac{b\pm\sqrt D}{4},\qquad D=b^2+8\epsilon_1\epsilon_2. \tag{4}
$$

To see whether clearing denominators added a root, put $\epsilon=-\epsilon_1/2$ into the left side of (3). It becomes

$$
\frac{\epsilon_1}{2}(\epsilon_1+b-2\epsilon_2)=\frac32f_1\epsilon_1(\epsilon_1-\epsilon_2), \tag{5}
$$

because $3f_2-3=-3f_1$. This is nonzero for different, nonzero permittivities and $f_1>0$. Exchanging the labels covers the other denominator. Both roots of (3) then solve (1).

### Exactly one root is passive

The time-averaged power absorbed per unit volume is

$$
\frac{1}{8\pi}\operatorname{Re}(-i\omega\epsilon E\,E^*)=\frac{\omega}{8\pi}\operatorname{Im}\epsilon\,|E|^2 .
$$

A film made of passive materials must therefore have $\operatorname{Im}\epsilon\ge0$. Take $0<f_1<1$, $\epsilon_1\epsilon_2\ne0$, both $\operatorname{Im}\epsilon_i\ge0$, and at least one of them positive.

First, no root is real. Suppose a real $x$ were a root, with $x\neq0$ and neither denominator zero. The average-field form of (1) would require

$$
1=3x\left(\frac{f_1}{\epsilon_1+2x}+\frac{f_2}{\epsilon_2+2x}\right).
$$

But

$$
\operatorname{Im}\frac1{\epsilon_i+2x}=-\frac{\operatorname{Im}\epsilon_i}{|\epsilon_i+2x|^2},
$$

so the bracket has a negative imaginary part and the right side cannot equal 1. Two cases remain. At $x=0$ the left side of (3) is $-\epsilon_1\epsilon_2\ne0$. A denominator can vanish at real $x$ only if that phase is lossless. The other phase then absorbs, the two permittivities differ, and (5) shows that $x$ is not a root.

Next, move both permittivities along straight lines in the complex plane to the value $i$. After the start of this path both phases absorb, so the result just proved holds throughout. The roots of (3) move continuously and cannot cross the real axis. The number of roots in the upper half-plane is therefore constant. At the end of the path the roots are $i$ and $-i/2$, so that number is one.

Hence one root has $\operatorname{Im}\epsilon>0$ and the other $\operatorname{Im}\epsilon<0$. They never meet, so the passive root varies continuously with composition and, for continuous $\epsilon_i(\omega)$, with frequency.

## Second derivation: no added dipole, and continuity

### The equation from the fields outside

Now start with the uniform effective medium and replace small spheres of it by actual grains. Each replacement adds the dipole field with coefficient $B_i$. If the medium has been chosen correctly, these additions cancel on average. For $N_i$ grains of type $i$ per unit volume, with radius $a_i$, the condition is

$$
N_1B_1+N_2B_2=0,\qquad f_i=\frac{4\pi}{3}a_i^3N_i.
$$

Thus $N_iB_i=(3/4\pi)f_iB_i/a_i^3$. Inserting $B_i$ from (2) and removing the common factor $3E_0/4\pi$ gives (1) again. The radii cancel, so the two kinds of grain may differ in size.

### Following the root from one pure phase to the other

The second selection starts from the pure film, $\epsilon=\epsilon_2$ at $f_1=0$, and follows the root as $f_1$ grows. The conditions on the phases are as before. Take the arguments of $\epsilon_1$ and $\epsilon_2$ between $0$ and $\pi$, and define with principal square roots

$$
w=\sqrt{\epsilon_1}\sqrt{\epsilon_2},\qquad r=\frac{\sqrt{\epsilon_1}}{\sqrt{\epsilon_2}},\qquad \epsilon=wu.
$$

The argument of $r$ is half the difference of the two arguments. At least one phase absorbs, so this difference is smaller than $\pi$ in magnitude and $\operatorname{Re}r>0$. Since $w^2=\epsilon_1\epsilon_2$, dividing (3) by $w^2$ gives

$$
2u^2-zu-1=0,\qquad z=\frac bw=sr+\frac{1-s}{r},\qquad s=3f_1-1.
$$

The candidate for the physical root is

$$
\epsilon=\frac w4\left(z+\sqrt{z^2+8}\right), \tag{6}
$$

with the principal square root. It is continuous if $z^2+8$ never reaches zero or the negative real axis. To reach them, $z$ would have to be purely imaginary with $|z|^2\ge8$. Write $r=\rho e^{i\psi}$, with $|\psi|<\pi/2$. Then

$$
\operatorname{Re}z=\cos\psi\left(s\rho+\frac{1-s}{\rho}\right),\qquad
\operatorname{Im}z=\sin\psi\left(s\rho-\frac{1-s}{\rho}\right).
$$

If $\operatorname{Re}z=0$, then $(1-s)/\rho=-s\rho$. Multiplying by $s\rho$ gives $(s\rho)^2=s(s-1)$, and the imaginary part becomes $2s\rho\sin\psi$. Hence

$$
|z|^2=4s(s-1)\sin^2\psi\le8\sin^2\psi<8,
$$

because $s$ lies between $-1$ and $2$, where $s(s-1)\le2$. The branch cut is never reached.

At $f_1=0$ we have $s=-1$ and $z=2/r-r$, so $z^2+8=(2/r+r)^2$. The real part of $2/r+r$ is positive, so this is the principal root. Equation (6) gives $\epsilon=w/r=\epsilon_2$. At $f_1=1$, $z=2r-1/r$ and the square root is $2r+1/r$, so $\epsilon=wr=\epsilon_1$. The root (6) therefore joins the two pure phases.

It is also the passive root. At $f_1=0$ the roots are $\epsilon_2$ and $-\epsilon_1/2$. If phase 2 absorbs, (6) starts in the upper half-plane. If phase 2 is lossless, phase 1 absorbs and the other root starts in the lower half-plane. Either way (6) is passive just after the start, and since no root crosses the real axis for $0<f_1<1$, it remains so.

## What each derivation assumes

Both derivations assume spheres, electrostatic fields, a common driving field and an averaged environment. The first needs the fields inside the grains and the definition of $\epsilon$. The second needs the dipole field outside and the requirement that it cancel on average. For spheres the two conditions are the same, because (2) gives

$$
\frac{B_i}{a^3}=\frac{\epsilon_i-\epsilon}{3\epsilon}E_i .
$$

Neither argument makes (1) exact for a given film. It is unsuitable when grains are comparable with the film thickness, when they are too large for electrostatics, or when one material systematically coats the other, since the two phases are treated alike here.

The selection rules need different information. Passivity uses the permittivities at a single composition and frequency, but it cannot decide when both roots are real. Continuity uses a path from a known film and no energy argument, but it cannot decide if the two roots meet on the path, as they can when neither phase absorbs. Formula (6) condenses that path into one evaluation.

## Two limits

For a small fraction $f_1$, write $\epsilon=\epsilon_2+f_1\eta$. To first order (1) becomes

$$
f_1\frac{\epsilon_1-\epsilon_2}{\epsilon_1+2\epsilon_2}-\frac{f_1\eta}{3\epsilon_2}=0,
\qquad
\eta=3\epsilon_2\frac{\epsilon_1-\epsilon_2}{\epsilon_1+2\epsilon_2}. \tag{7}
$$

This requires $|f_1\eta|$ to be small compared with both $|\epsilon_2|$ and $|\epsilon_1+2\epsilon_2|$.

For $|\epsilon_2|\ll|\epsilon_1|$, with phase 1 absorbing, (3) tends to $\epsilon[2\epsilon-(3f_1-1)\epsilon_1]=0$. When $f_1<1/3$, the nonzero root has a negative imaginary part, so the physical value is negligible compared with $\epsilon_1$. Keeping the last term of (3) shows that it tends to $\epsilon_2/(1-3f_1)$, which grows as $f_1$ approaches $1/3$. When $f_1>1/3$ it is $(3f_1-1)\epsilon_1/2$. The model thus has a threshold at one third, above which phase 1 carries the response through the film. This value belongs to the mean-field closure, and actual thresholds depend on the microstructure. A random cubic network of bonds, whose effective-medium equation is also (1), percolates near one quarter.

## A metal and dielectric film

Take a model metal with

$$
\epsilon_1=4-\frac{(9\ \text{eV})^2}{\mathcal E^2+i(0.2\ \text{eV})\mathcal E},
$$

where $\mathcal E$ is the photon energy, and a dielectric with $\epsilon_2=2.25$. At $\mathcal E=2$ eV,

$$
\epsilon_1=4-\frac{81}{4+0.4i}=-16.05+2.005i.
$$

For $f_1=0.30$,

$$
b=-0.1\,\epsilon_1+1.1\times2.25=4.080-0.2005i,
$$

$$
D=b^2+18\epsilon_1=-272.3+34.45i.
$$

The roots are $1.28+4.08i$ and $0.76-4.18i$. The first is passive. Its square root in the first quadrant gives the optical constants $n+ik=1.67+1.22i$.

A finite-volume solution of the radial potential equation, with this $\epsilon$ around each grain, gives fields $0.255-0.716i$ in the metal and $1.319+0.307i$ in the dielectric, in units of $E_0$. Their weighted real parts add to $0.3\times0.255+0.7\times1.319=1.00$, and the imaginary parts cancel. The moduli are 0.76 and 1.35, so in this closure the uniform field is stronger in the dielectric grains. These values should not be read as local field strengths in a real film. In units of $\omega|E_0|^2/8\pi$, they give an absorption in the metal of only $0.3\times2.005\times0.76^2=0.35$, whereas the effective permittivity gives 4.08 for the film. The closure puts the difference in the dipole fields outside the grains. With $\beta_i=B_i/(a^3E_0)$, (2) gives $E_i=(1-\beta_i)E_0$ and $\epsilon_iE_i=\epsilon(1+2\beta_i)E_0$, and (1) reads $\sum_if_i\beta_i=0$. Hence $\sum_if_i\epsilon_i|E_i|^2=\epsilon\,(1-2\sum_if_i|\beta_i|^2)|E_0|^2$. The squared dipole field, integrated over the space outside a grain, is $2|\beta_i|^2|E_0|^2$ times the grain volume. The missing part, $2\operatorname{Im}\epsilon\sum_if_i|\beta_i|^2=3.74$, is therefore absorbed by the effective medium in these fields. In a real film with this $\epsilon$ only the metal absorbs, which requires a root-mean-square field of $\sqrt{4.08/(0.3\times2.005)}=2.6$ in the metal.

At $f_1=0.05$ the roots are $5.825-0.985i$ and $3.077+0.133i$. The second is physical, with $n+ik=1.75+0.038i$. The slope (7) is $\eta=10.58+0.66i$, so the dilute estimate is $2.78+0.03i$. It differs from the full model value by about 10% of the latter's modulus, and its imaginary part is about four times too small.

At $f_1=0.70$ the roots are $-2.929-0.316i$ and $-6.010+1.419i$. The second is again physical, with $n+ik=0.29+2.47i$.

### Why a fixed sign fails

With the principal $\sqrt D$, the passive root has the plus sign in (4) at $f_1=0.30$ but the minus sign at 0.05 and 0.70. The principal square root jumps when $D$ crosses the negative real axis. For real $\epsilon_2$, $\operatorname{Im}b=s\operatorname{Im}\epsilon_1$. Setting $\operatorname{Im}D=0$ and dividing by $\operatorname{Im}\epsilon_1$ gives

$$
2s\left[s\operatorname{Re}\epsilon_1+(1-s)\epsilon_2\right]+8\epsilon_2=0.
$$

At 2 eV the solutions are $f_1=0.1192$ and $0.5885$, and $\operatorname{Re}D<0$ at both. The plus sign gives the passive root between them and the amplifying root outside.

The same thing happens in a spectrum. At $f_1=0.70$, $s=1.1$ and the condition becomes $\operatorname{Re}\epsilon_1=-7.23$, which the metal reaches at 2.68 eV. There the plus-sign formula jumps by about 4.0 in permittivity. The passive root is continuous.

## Two lossless phases

Let $\epsilon_1=-A$ and $\epsilon_2=B$, with $A,B>0$. Then

$$
b=A+2B-3f_1(A+B),\qquad D=b^2-8AB.
$$

The roots are complex when $|b|<2\sqrt{2AB}$, that is, for $f_-<f_1<f_+$ with

$$
f_\mp=\frac{(\sqrt A\mp\sqrt{2B})^2}{3(A+B)}.
$$

They are complex conjugates with product $AB/2$, so $|\epsilon|=\sqrt{AB/2}$ throughout this interval, and passivity selects the positive imaginary part. The film absorbs although the absorption of its materials has been taken to zero. The uniform grain fields (2) stay finite there, so they do not account for this loss. The closure assigns all of it to the dipole fields in the effective medium around the grains, and not to either material.

Outside the interval both roots are real and passivity is silent. Give phase 1 a small absorption and then let it vanish. For each nonzero absorption the physical root is joined to the pure phases. Below $f_-$ the roots stay apart in the limit, so the physical one is the branch starting at $B$. Its rival starts at $A/2$. The plus sign, which gives the larger root, is therefore correct for $A<2B$ and the minus sign for $A>2B$. Above $f_+$ the branches end at $-A$ and $-B/2$, so the sign is plus for $A<B/2$ and minus for $A>B/2$. At $A=2B$ the lower real interval disappears, since $f_-=0$; at $A=B/2$ the upper one does, since $f_+=1$.

For $A=3$, $B=2$ the complex interval is $0.0048<f_1<0.9285$. At $f_1=0.0024$ the physical value is 1.918, with the plus sign; at $f_1=0.9643$ it is $-2.560$, with the minus sign. For $A=10$, $B=2$ the minus sign holds on both sides, and for $A=0.5$, $B=2$ the plus sign does. No fixed sign serves all three films, whereas vanishing absorption selects the root in each.

Numbers in the example were calculated in double precision.
